# QSGW without ladders and the 0.8 Σ scaling in a solvable model, part 2

QSGW with RPA screening gives semiconductor dielectric constants roughly 20 percent low and gaps too large. Its polarization omits ladders, the repeated screened electron–hole attraction. The scaled scheme \(H_\lambda=H_{\rm loc}+\lambda(\Sigma-V_{\rm loc})\), with GW self-energy \(\Sigma\) and a local reference such as LDA, takes \(\lambda=0.8\). A solvable model tests this. Units are Gaussian, frequencies are energies, numbers are in eV and Å.

Cubic-lattice cells (\(V=a^3\)) hold \(g\) electron flavours, each with a filled orbital \(v\) and empty \(c_x,c_y,c_z\) lying \(\Omega_0\) higher, without hopping. The transition dipole is \(d\), \(\gamma=gd^2=ge^2\hbar^2/2m\Omega_0\), the smearing is \(f=e^{-k^2\sigma^2/2}\), and \(U=e^2/\sqrt\pi\sigma\). Large \(g\) at fixed \(\gamma\) drops the exchange term \(-K\) in the gap, \(K=d^2/(6\sqrt\pi\sigma^3)\).

For pair energy \(E\), \(\alpha(\omega)=2\gamma E/(E^2-\omega^2)\) and \(\alpha=\alpha(0)\). With \(\mathbf k=\mathbf q+\mathbf G\) and \(A=4\pi/V\), section 4 has the positive quadratic form
\[
\frac{4\pi}{V}\sum_{\mathbf G}\frac{f^2}{k^2}(1+\mathbf k\cdot\mathbf x)^2+\frac{x^2}{\alpha}=v+2\mathbf c\cdot\mathbf x+\mathbf x(\alpha^{-1}+T)\mathbf x .
\]
Its minimum over \(\mathbf x\) is \(w(\mathbf q)\). The static on-site screened interaction \(W_0=e^2\langle w\rangle\), a zone average, increases with \(E\). Also
\[
\varepsilon(E)=1+\frac{A}{\alpha^{-1}+T_{\rm loc}}=1+\frac{8\pi\gamma/V}{E+L},\qquad L=2\gamma T_{\rm loc},
\]
with \(T_{\rm loc}=\frac{A}{3}\sum_{\mathbf G\neq0}e^{-G^2\sigma^2}\) and \(8\pi\gamma/V=(\hbar\omega_p)^2/\Omega_0\).

Let \(t_s\) be the eigenvalues of \(T\), \(c_s\) the components of \(\mathbf c\), \(\Omega_s^2=E^2+2\gamma Et_s\) and \(|M_s|^2=e^2c_s^2\gamma E/\Omega_s\). Section 5 gives, for empty and filled levels,
\[
\Sigma^c_{cc}(\omega)=\Big\langle\sum_s\frac{|M_s|^2}{\omega-E_c-\Omega_s}\Big\rangle,\qquad \Sigma^c_{vv}(\omega)=\Big\langle\sum_s\frac{|M_s|^2}{\omega-E_v+\Omega_s}\Big\rangle ,
\]
and the gap \(E_g=\Omega_0+W_0(E)\). QSGW, which coincides here with evGW, sets \(E=E_g\). Ladders restore \(E=\Omega_0\), which is exact at large \(g\):
\[
E_{\rm QS}=\Omega_0+W_0(E_{\rm QS}),\qquad E_{\rm L}=\Omega_0+W_0(\Omega_0).
\]
With \(\varepsilon_{\rm QS}=\varepsilon(E_{\rm QS})\) and \(\varepsilon_{\rm L}=\varepsilon(\Omega_0)\), section 7 finds
\[
1-\frac{\varepsilon_{\rm QS}}{\varepsilon_{\rm L}}=\frac{\varepsilon_{\rm L}-1}{\varepsilon_{\rm L}}\;\frac{W_0(E_{\rm QS})}{E_{\rm QS}+L}.
\]

The example has \(a=3.5\) Å, \(g=8\), \(\sigma=1.4\) Å, \(\Omega_0=7\) eV, \(\gamma=62.70\) eV Å\(^3\), \(U=5.803\) eV and \(\hbar\omega_p=16.04\) eV. Ladders give \(W_0=1.670\) eV, \(E_{\rm L}=8.670\) eV, \(\varepsilon_{\rm L}=6.15\); QSGW gives \(W_0=1.896\) eV, \(E_{\rm QS}=8.896\) eV, \(\varepsilon_{\rm QS}=5.07\).

**8. Weighing the scaling factor**

Because \(\Sigma-V_{\rm loc}\) contributes \(W_0\) to the gap, \(H_\lambda\) has gap \(\Omega_0+\lambda W_0\). Applied once to the converged QSGW self-energy it gives \(\Omega_0+\lambda W_0(E_{\rm QS})\). Iterated, it solves \(E=\Omega_0+\lambda W_0(E)\). Requiring the gap \(E_{\rm L}\) in each case,
\[
\lambda^*_{\rm once}=\frac{W_0(\Omega_0)}{W_0(E_{\rm QS})},\qquad \lambda^*_{\rm sc}=\frac{W_0(\Omega_0)}{W_0(E_{\rm L})},
\]
and \(\lambda^*_{\rm once}<\lambda^*_{\rm sc}<1\) because \(\Omega_0<E_{\rm L}<E_{\rm QS}\).

The argument for 0.8 is this. If \(W\) were \(v/\varepsilon\) at every wavevector, \(W_0\) would be \(U/\varepsilon\), and \(\lambda^*_{\rm once}\) would equal \(\varepsilon_{\rm QS}/\varepsilon_{\rm L}\): a dielectric constant 20 percent low is undone by multiplying \(\Sigma-V_{\rm loc}\) by 0.8. The premise holds at long wavelength, where \(W(R)\to e^2/\varepsilon R\), and fails at short wavelength. Split \(W_0=U/\varepsilon+\Delta\). With ladders, \(1.670=0.943+0.727\) eV. In QSGW, \(1.896=1.144+0.751\) eV. The first part scales by 0.824 and supplies 0.201 of the 0.226 eV excess. The remainder \(\Delta\) scales by only \(0.7267/0.7513=0.967\) and supplies 0.025 eV. Scaling \(\Sigma\) multiplies both parts alike, so the best factor lies between: \(\lambda^*_{\rm once}=1.6699/1.8957=0.881\), and \(\lambda^*_{\rm sc}=0.893\).

The inequality \(\lambda^*_{\rm once}>\varepsilon_{\rm QS}/\varepsilon_{\rm L}\) can be proved when different \(\mathbf G\) do not mix, which requires strong smearing. Then \(T=Af^2\hat{\mathbf k}\hat{\mathbf k}\), the algebra of section 4 with \(A\to Af^2\) gives \(\varepsilon(k)=1+zf^2\) with \(z=4\pi\alpha/V\), and
\[
W_0=e^2\!\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\frac{f^2}{1+zf^2}=\frac{2e^2}{\pi}\int_0^\infty\!dk\sum_{n\ge1}(-z)^{n-1}e^{-nk^2\sigma^2}=U\sum_{n\ge1}\frac{(-z)^{n-1}}{\sqrt n}=-\frac{U}{z}\,\mathrm{Li}_{1/2}(-z),
\]
using \(\int_0^\infty e^{-nk^2\sigma^2}dk=\sqrt\pi/(2\sigma\sqrt n)\). The series converges for \(z\le1\), and the integral continues it to all \(z>0\). For \(z_{\rm QS}<z_{\rm L}\) the ratio \((1+z_{\rm QS}f^2)/(1+z_{\rm L}f^2)\) decreases with \(f^2\), its derivative having the sign of \(z_{\rm QS}-z_{\rm L}\). It is smallest at \(f=1\), where it equals \(\varepsilon_{\rm QS}/\varepsilon_{\rm L}\). The ladder integrand is the QSGW integrand times this ratio, which proves the inequality. With \(\mathbf G\) mixing it is not proved here, and it is tested at all seven parameter sets of section 10.

A compact measure is \(s=d\ln W_0/d\ln E=-d\ln W_0/d\ln\alpha\). Integrating from \(\Omega_0\) to \(E_{\rm QS}\) with the midpoint value gives \(\lambda^*_{\rm once}\approx(\Omega_0/E_{\rm QS})^s\), here \(0.7869^{0.529}=0.881\). In the unmixed limit \(z\,d\,\mathrm{Li}_{1/2}(-z)/dz=\mathrm{Li}_{-1/2}(-z)\) gives \(s=1-\mathrm{Li}_{-1/2}(-z)/\mathrm{Li}_{1/2}(-z)\). At \(z=5.25\) that limit has \(s=0.67\) and \(W_0/U=0.251\), well above \(1/(1+z)=0.160\). The lattice with \(\sigma=1.4\) Å has \(W_0/U=1.670/5.803=0.288\), the excess over 0.251 coming from the mixing that the formula drops.

In this example \(\lambda=0.8\) overcorrects. Applied once it gives \(7+0.8\times1.8957=8.517\) eV, an error of \(-0.153\) eV relative to \(E_{\rm L}\). Iterated it gives 8.479 eV, an error of \(-0.191\) eV. Both are smaller in magnitude than the \(+0.226\) eV of QSGW, by a modest margin. The iterated scheme has \(\varepsilon=5.27\), still 14 percent below 6.15: any \(\lambda>0\) leaves the pair energy above \(\Omega_0\), so scaling can mend the gap but not the screening.

The best factor also depends on the reference. If its gap were \(\Omega_0+\delta\), the same condition would give \(\lambda^*=[W_0(\Omega_0)-\delta]/[W_0(E_{\rm QS})-\delta]\), which falls as \(\delta\) grows. For \(\delta=0.727\) eV, a reference that already holds the short-range remainder, it is \(0.943/1.169=0.81\). That LDA captures part of this remainder in real solids, and so brings \(\lambda^*\) nearer to the ratio of dielectric constants, is a conjecture that the model cannot test.

**9. The terms of order 1/g**

Besides \(-K\), GW has interband terms in which \(c_\mu\) scatters into \(v\) or the reverse. The dipole–dipole correlation interaction is \(-d^2T(\alpha^{-1}(\omega)+T)^{-1}T\), so mode \(s\) has weight \(|N_s|^2=d^2t_s^2\gamma E/\Omega_s\) summed over the three directions. For \(c_\mu\) the intermediate level \(v\) is filled. The filled-level formula of section 5 at \(\omega=E_c\) gives \(+|N_s|^2/(E_g+\Omega_s)\), with one third of the weight by cubic symmetry. For \(v\) all three empty \(c_\mu\) enter, and the empty-level formula at \(\omega=E_v\) gives \(-|N_s|^2/(E_g+\Omega_s)\). The gap rises by
\[
D=\frac43\,d^2\Big\langle\sum_s\frac{t_s^2\,\gamma E}{\Omega_s(E_g+\Omega_s)}\Big\rangle .
\]
At \(g=8\), \(K=0.269\) eV, and \(D=0.189\) eV with ladder screening and 0.183 eV in QSGW. Each is comparable to the 0.226 eV excess. But \(K\) does not depend on screening and \(D\) changes by 0.006 eV, so these two terms by themselves hardly touch the difference between the two schemes. The \(O(1/g)\) terms of the ladder kernel, and the feedback of \(-K+D\) into \(W\), are not weighed here.

Exact diagonalization of a three-cell chain with one \(p\) orbital per flavour tests the large-\(g\) results without diagrams and shows the total size of the \(1/g\) corrections to the exact gap and polarizability. The gap of the central cell is 11.776, 11.896 and 11.955 eV for \(g=8,16,32\), and extrapolates in \(1/g\) to 12.014 eV. The ladder formula gives 12.014 eV and QSGW gives 12.26 eV, a value reproduced by explicit pole-sum evGW extrapolated likewise. At \(g=8\) the exact gap of the chain lies 0.24 eV below the large-\(g\) value. This is close to \(-K\) because the interband term of the chain is small (\(D\approx0.05\) eV, so \(-K+D=-0.22\) eV). In the crystal \(-K+D=-0.08\) eV and the exact \(1/g\) shift is not computed here, so the chain value does not carry over; it shows only that dropping the \(1/g\) terms at \(g=8\) can move an absolute gap by a few tenths of an eV. The chain polarizability extrapolates to 39.44 Å\(^3\), equal to the ladder value, and is 41.15 Å\(^3\) at \(g=8\). RPA on QSGW energies gives 25.2 Å\(^3\), 36 percent below the large-\(g\) value. The error exceeds that of the crystal because three cells screen \(U\) weakly and \(W_0/E\) is larger.

**10. How far the 20 percent is universal**

At \(\sigma=1.4\) Å and fixed \(\hbar\omega_p\), the ratio \(W_0(\Omega_0)/\Omega_0\) is 0.231, 0.239, 0.240, 0.224 and 0.183 for \(\Omega_0=4,7,11,16,25\) eV. It is flat because a larger \(\Omega_0\) weakens the screening and raises the numerator along with the denominator, until \(W_0\) saturates at \(U\) and the ratio falls as \(U/\Omega_0\). The maximum, which the scan brackets between 7 and 16 eV, is only local. As \(\alpha\to\infty\) the quadratic form of section 4 cannot vanish, since one vector \(\mathbf x\) cannot make \(1+\mathbf k\cdot\mathbf x=0\) for all \(\mathbf G\). So \(W_0\) keeps a positive floor, and \(W_0/\Omega_0\) grows again as \(\Omega_0\to0\).

The ratio \(\varepsilon_{\rm QS}/\varepsilon_{\rm L}\) is 0.815, 0.824, 0.858, 0.903 and 0.954 for \(\varepsilon_{\rm L}=16.2,6.2,3.1,2.0,1.4\). It stays within 14 to 19 percent underscreening at the three points with \(\varepsilon_{\rm L}\) from 3 to 16, and goes to one as \((\varepsilon_{\rm L}-1)/\varepsilon_{\rm L}\) vanishes. This plateau is a broad maximum. At fixed \(\hbar\omega_p\), \(L=2\gamma T_{\rm loc}\) grows as \(1/\Omega_0\) while \(W_0<U\), so the factor \(W_0(E_{\rm QS})/(E_{\rm QS}+L)\) of section 7, and with it the underscreening, also vanishes as \(\Omega_0\to0\). The size of the error depends on the orbital size: at \(\Omega_0=7\) eV the ratio is 0.778 for \(\sigma=1.0\) Å and 0.883 for \(\sigma=2.0\) Å. The dependence is not monotonic: at \(\Omega_0=4\) eV the ratio is 0.78 for \(\sigma=1.0\) Å but 0.90 for \(\sigma=0.7\) Å. The flat \(W_0/\Omega_0\) and the slow variation of the error with the gap are shown here only for \(\sigma=1.4\) Å, and the closeness of the error to 20 percent rests on the choice of \(\sigma\). Over all seven sets \(\lambda^*_{\rm once}\) lies between 0.88 and 0.97, always above the \(\varepsilon\) ratio.

**11. Dispersion and the exciton binding energy**

In a dispersive semiconductor the exciton is weakly bound, and the binding energy over the band edge would suggest a small ladder effect. To weigh this, let the electron–hole separation \(\mathbf R\) hop to nearest neighbours with amplitude \(t\), hold the static \(W(\mathbf R)\) fixed at its ladder-screened form, keep the dipole on site, and drop the \(O(1/g)\) coupling as before. The pair Hamiltonian is \(H_0-W(\mathbf R)\), where \(H_0\) has eigenvalues \(\bar E-2t\sum_\mu\cos k_\mu a\) and edge \(\bar E-6t\). The dipole creates pairs at \(\mathbf R=0\), so \(\alpha=2\gamma G_{00}\) with \(G=(H_0-W)^{-1}\), and RPA has \(G^0=H_0^{-1}\). From \(G=G^0+G^0WG\), the first-order change is
\[
\delta G_{00}=\sum_{\mathbf R}W(\mathbf R)\,(G^0_{0\mathbf R})^2 .
\]
Expanding in \(t\), \(G^0_{00}\approx1/\bar E\) and \(G^0_{0a}\approx t/\bar E^2\), so the six neighbours weigh \(6W(a)t^2/(W_0\bar E^2)\) relative to the on-site term. Keeping only \(\mathbf R=0\), the series is geometric, \(G_{00}=G^0_{00}/(1-W_0G^0_{00})\), and
\[
\alpha_{\rm RPA}/\alpha_{\rm L}\approx1-W_0G^0_{00}.
\]
Take \(t=0.8\) eV and \(\bar E=E_{\rm L}=8.670\) eV, so the edge is at 3.870 eV. With \(W(a)=0.755\) eV the neighbour estimate is \(6(0.755)(0.64)/(1.670\times8.670^2)=0.023\), and the computed on-site share of the first-order sum is 0.972. With \(G^0_{00}=0.12215\) eV\(^{-1}\) the contact ratio is \(1-1.6699\times0.12215=0.796\). The full solution on a periodic \(24^3\) lattice gives 0.789, and flat bands with the same \(\bar E\) give \(7/8.670=0.807\). The exciton binding energy on that lattice is 0.147 eV, 3.8 percent of the edge, while ladders change \(\alpha\) by 21 percent of its ladder value. While the edge \(\bar E-6t\) remains a sizable fraction of \(\bar E\), as in this example, the static ladder effect is set mainly by the short-range attraction over the mean pair energy; the expansion in \(t\) fails as the edge approaches zero. This estimate is not self-consistent, and its short-range form fails when the transition dipole is concentrated near the band edge, because the dipole then creates extended pairs.

The model omits orbital relaxation, self-energy vertices for dispersive bands, coupling to the lattice and metallic screening, so it says nothing about their share of real gap errors. The numerical check that follows tests \(W_0\) against real-space polarizable spheres, extrapolated from two radii with a Born tail and one fitted offset (1.672 against 1.670 eV, an agreement meaningful to a few meV), and the polylogarithm limit, \(\varepsilon\) against the small-\(q\) limit of \(w\), the interband formula on one cell, and the chain and pair-lattice results quoted above.

## Calculated quantities

```
e^2 = 14.3996 eV A, hbar^2/2m = 3.8100 eV A^2
a = 3.5 A, V = 42.875 A^3, g = 8, sigma = 1.4 A, Om0 = 7.0 eV
hbar omega_p = 16.040 eV, d/e = 0.7378 A, gamma = 62.700 eV A^3
U = 5.8029 eV, HF gap (large g) = 12.8029 eV
T_loc = 0.001063 A^-3, 2 gamma T_loc = 0.1332 eV
ladder: alpha = 17.914 A^3, eps = 6.1525, W0 = 1.6699 eV, U/eps = 0.9432 eV
QSGW:   alpha = 14.097 A^3, eps = 5.0707, W0 = 1.8957 eV, U/eps = 1.1444 eV
gap ladder = 8.6699 eV = 1.3891e-11 erg
gap QSGW = 8.8957 eV = 1.4252e-11 erg, excess = 0.2258 eV
alpha ratio = 0.7869, eps ratio = 0.8242, underscreening = 17.58 %
exponent s = 0.5294, (Om0/E_QS)^s = 0.8808
best lambda: one-shot = 0.8809, self-consistent = 0.8928
lambda=0.8 one-shot gap = 8.5166 eV, error = -0.1533 eV
lambda=0.8 self-consistent gap = 8.4788 eV, error = -0.1911 eV, eps = 5.2677
1/g terms: K = 0.2686 eV, D ladder = 0.1885 eV, D QSGW = 0.1829 eV
smooth limit: z = 5.2505, W0/U = 0.2511, 1/(1+z) = 0.1600, s = 0.6707
sphere check: W0 = 1.6721 eV, radii 15.17, 21.86 A, delta = 1.01 A
chain exact gap g=8,16,32,inf = 11.7761, 11.8961, 11.9553, 12.0138 eV
chain gap: ladder = 12.0138 eV, QSGW formula = 12.2605 eV, evGW g->inf = 12.2605 eV
chain exact alpha g=8,16,32,inf = 41.153, 40.271, 39.849, 39.440 A^3
chain alpha: ladder = 39.439 A^3, RPA on QSGW = 25.200 A^3
scan: sigma(A) Om0(eV) eps_L W0/Om0 eps_ratio lam_oneshot lam_sc excess(eV)
  1.4  4.0  16.19 0.231 0.815 0.888 0.899 0.117
  1.4  7.0   6.15 0.239 0.824 0.881 0.893 0.226
  1.4 11.0   3.11 0.240 0.858 0.900 0.908 0.293
  1.4 16.0   2.00 0.224 0.903 0.932 0.935 0.263
  1.4 25.0   1.41 0.183 0.954 0.968 0.968 0.153
  1.0  7.0   4.61 0.511 0.778 0.890 0.900 0.440
  2.0  7.0   6.25 0.147 0.883 0.907 0.914 0.105
dispersion: t = 0.8 eV, pair-band centre = 8.6699 eV, edge = 3.8699 eV
W(a) = 0.7547 eV, G00 = 0.12215 1/eV, R=0 share of first order = 0.972
exciton binding = 0.1473 eV, binding/edge = 0.0381
alpha RPA/ladder: full = 0.7894, contact = 0.7960, flat = 0.8074
```
